# Why 150 keV electrons displace carbon but not silicon in silicon carbide

**Question.** A beam of 150 keV electrons passes through silicon carbide. Take the energy needed to knock an atom permanently off its site as 20 eV for carbon and 35 eV for silicon. Why can the beam displace carbon but not silicon, and is the difference in nuclear mass the whole reason?

**Answer.** An electron displaces an atom when it hands the nucleus more energy than the atom's displacement threshold \(T_d\). Two quantities therefore decide the outcome: the largest recoil energy \(T_{\max}\), which depends on the nuclear mass, and the threshold, which depends on how the atom is held in the crystal. Mass explains why silicon receives less energy. It does not by itself explain why carbon leaves its site.

The model treats bulk atoms, sharp thresholds and one elastic collision at a time. Surface atoms, damage through electronic excitation, and atoms beside existing defects are outside it. The nuclei are \(^{12}\)C and \(^{28}\)Si, the lightest stable isotopes of the two elements, which recoil with the most energy.

## The mechanism: equal momentum, unequal energy

Let \(E\) be the kinetic energy of the electron, \(m\) its rest energy and \(M\) the rest energy of the nucleus. Momenta are multiplied by \(c\), so that all these quantities are energies. The total electron energy is \(E+m\), and its momentum \(p\) follows from

\[
p^2=(E+m)^2-m^2=E(E+2m).
\]

A nucleus is so heavy that an electron bouncing straight back keeps nearly all its energy. Its momentum changes from \(+p\) to nearly \(-p\), and the nucleus takes up nearly \(2p\). This upper limit is almost the same for carbon and silicon. The nucleus moves slowly, so its kinetic energy is its momentum squared divided by twice its mass:

\[
T_{\max}\simeq\frac{(2p)^2}{2M}=\frac{2E(E+2m)}{M}.
\]

The factor \(1/M\) is the mass effect. Both nuclei receive the same largest push, but the heavier one acquires less speed and less energy.

## The recoil formula without the heavy-nucleus approximation

The size of the approximation can be found from relativistic kinematics. The squared total energy in the centre-of-mass frame is

\[
s=(E+m+M)^2-p^2 .
\]

Expanding the square and inserting \(p^2=E^2+2Em\) cancels the terms \(E^2\) and \(2Em\), which leaves

\[
s=m^2+M^2+2mM+2ME=(m+M)^2+2ME .
\]

The centre of mass moves at speed \(V/c=p/(E+m+M)\), with Lorentz factor \(\gamma=(E+m+M)/\sqrt{s}\). In its frame the nucleus, at rest in the laboratory, has momentum

\[
p_*=\gamma\frac{V}{c}M=\frac{pM}{\sqrt{s}} .
\]

An elastic collision turns this momentum through an angle \(\theta\) without changing its length or the energy of the nucleus. The momentum change is \(2p_*\sin(\theta/2)\), and the energy change in this frame is zero. The invariant square (energy change)\(^2\) minus (momentum change)\(^2\) is therefore \(-4p_*^2\sin^2(\theta/2)\).

In the laboratory the nucleus starts with energy \(M\) and zero momentum, and ends with energy \(M+T\) and squared momentum \((M+T)^2-M^2=2MT+T^2\). The same invariant is then \(T^2-(2MT+T^2)=-2MT\). Equating the two expressions gives

\[
T=\frac{2p_*^2}{M}\sin^2\frac{\theta}{2}=T_{\max}\sin^2\frac{\theta}{2},
\qquad
T_{\max}=\frac{2ME(E+2m)}{(m+M)^2+2ME}.
\]

The recoil is largest at \(\theta=180^\circ\), as the momentum argument assumed. Dividing numerator and denominator by \(M^2\) shows that the simple formula is too large by the factor \((1+m/M)^2+2E/M\). For carbon at 150 keV this exceeds one by about \(1.2\times10^{-4}\), so the simple formula suffices.

## The recoil energies at 150 keV

With \(m=511.0\) keV, the electron momentum is

\[
p=\sqrt{150\,(150+1022)}\ \text{keV}=419.3\ \text{keV}.
\]

The largest momentum transfer is 838.52 keV for carbon and 838.55 keV for silicon, so the push is indeed nearly common to both. The rest energies, taken for the neutral atoms, are 11.178 GeV and 26.060 GeV. The bare nuclei are 0.03% lighter, which would raise the recoil energies by 0.01 eV or less and lower the onset energies below by less than 0.1 keV. Hence

\[
T_{\max}^{\rm C}=\frac{(838.5\times10^3)^2}{2(11.178\times10^9)}\ \text{eV}=31.5\ \text{eV},
\]
\[
T_{\max}^{\rm Si}=\frac{(838.5\times10^3)^2}{2(26.060\times10^9)}\ \text{eV}=13.5\ \text{eV}.
\]

Carbon can receive more than its 20 eV threshold. Silicon cannot receive its 35 eV. The ratio of the recoil energies, 2.33, is the inverse ratio of the masses.

Relativity matters at this beam energy. For \(E\ll 2m\) the formula becomes \(4mE/M\), which gives 27.4 eV for carbon and 11.8 eV for silicon. The true values are larger by the factor \(1+E/(2m)=1.15\). The verdict is unchanged here, but the beam energy at which displacement starts would be misplaced.

## Is mass the whole reason?

The starting energy of direct displacement, \(E_{\rm on}\), follows from setting \(T_{\max}=T_d\) in the simple formula:

\[
E_{\rm on}^2+2mE_{\rm on}-\frac{MT_d}{2}=0 .
\]

Of the two roots, the positive one is physical:

\[
E_{\rm on}=\sqrt{m^2+\frac{MT_d}{2}}-m .
\]

Mass and threshold enter only as the product \(MT_d\). Their roles can be separated by exchanging them, although two of the resulting atoms are imaginary:

| Nuclear mass | Threshold 20 eV | Threshold 35 eV |
|---|---:|---:|
| Carbon | 99.7 keV | 164.8 keV |
| Silicon | 211.3 keV | 335.9 keV |

Only the upper left entry lies below 150 keV. Carbon is displaced because it is both light and weakly held: with its own mass but a 35 eV threshold, it would stay in place.

Silicon is doubly protected against direct hits. Its mass would protect it even with a 20 eV threshold, and its 35 eV threshold would protect it even with the mass of carbon. The statement "silicon survives because it is heavy" thus names a cause that, for either threshold in the table, is sufficient for its safety from direct hits, but not a necessary one. The full reason for the contrast is that \(MT_d\) is small enough for carbon and too large for silicon.

## Can a carbon recoil displace silicon?

A displaced carbon atom may strike a silicon atom. This collision is between two slow, heavy particles. The exact recoil formula applies with \(m\) replaced by \(M_{\rm C}\), \(M\) by \(M_{\rm Si}\), and \(E\) by the carbon energy \(T_{\rm C}\). Since \(T_{\rm C}\) is tiny beside the rest energies, \(T_{\rm C}+2M_{\rm C}\) becomes \(2M_{\rm C}\), and the last term of the denominator drops out:

\[
T_{\rm Si}\leq\frac{4M_{\rm C}M_{\rm Si}}{(M_{\rm C}+M_{\rm Si})^2}\,T_{\rm C}
=0.840\,T_{\rm C}.
\]

The masses are now similar, so the transfer is efficient. At 150 keV the bound is \(0.840\times31.45=26.4\) eV, still below 35 eV. It is an upper bound because it takes both collisions as head-on and ignores the energy the carbon atom spends in leaving its site.

Here the silicon threshold does work that the mass cannot do. If silicon had a 20 eV threshold, its mass would still exclude direct displacement, but this bound would no longer exclude displacement through carbon.

The indirect route also changes the range of beam energies in which carbon alone is displaced. For the bound to reach 35 eV, the carbon recoil must have \(35/0.840=41.7\) eV, which requires a beam energy of 191.8 keV. Within this model, and for atoms initially at rest, carbon is therefore the only element that can be displaced from 99.7 to 191.8 keV. Between 191.8 keV and the direct silicon onset at 335.9 keV, the energy bound no longer rules out silicon displacement.

## From "can" to "how often"

A recoil above threshold is possible for carbon, but its rate must still be found. The starting point is the McKinley–Feshbach cross section for a relativistic electron scattered by a point charge \(Ze\). With \(\beta=v/c\), the fine-structure constant \(\alpha\) and the classical electron radius \(r_e\), it is

\[
\frac{d\sigma}{d\Omega}=\left(\frac{Zr_e}{2}\right)^2\frac{1-\beta^2}{\beta^4}\,
\frac{1-\beta^2 u^2+\pi Z\alpha\beta\,u(1-u)}{u^4},
\qquad u=\sin\frac{\theta}{2}.
\]

The factor \(1/u^4\) is Rutherford scattering. The term \(-\beta^2u^2\) comes from the electron spin and weakens backward scattering. The last term is the next correction in \(Z\alpha\). This formula is taken as given here; its accuracy is examined below.

Let \(x=u^2=T/T_{\max}\). Then \(dx=\tfrac12\sin\theta\,d\theta\), and therefore \(d\Omega=2\pi\sin\theta\,d\theta=4\pi\,dx\). Displacement requires \(x\) to lie between \(x_d=T_d/T_{\max}\) and 1. Dividing the numerator by \(u^4=x^2\) gives

\[
\sigma=\pi Z^2r_e^2\frac{1-\beta^2}{\beta^4}
\int_{x_d}^{1}\left[\frac1{x^2}-\frac{\beta^2}{x}
+\pi Z\alpha\beta\left(\frac1{x^{3/2}}-\frac1x\right)\right]dx .
\]

The three integrals needed are

\[
\int_{x_d}^1\frac{dx}{x^2}=\frac1{x_d}-1,\quad
\int_{x_d}^1\frac{dx}{x}=\ln\frac1{x_d},\quad
\int_{x_d}^1\frac{dx}{x^{3/2}}=2\left(\frac1{\sqrt{x_d}}-1\right).
\]

Hence

\[
\sigma=\pi Z^2r_e^2\frac{1-\beta^2}{\beta^4}
\left\{\frac1{x_d}-1-\beta^2\ln\frac1{x_d}
+\pi Z\alpha\beta\left[2\left(\frac1{\sqrt{x_d}}-1\right)-\ln\frac1{x_d}\right]\right\}.
\]

Just above threshold, write \(1/x_d=1+\epsilon\) with small \(\epsilon\). To first order the logarithm is \(\epsilon\), and the square bracket is \(2(\epsilon/2)-\epsilon=0\). The braces reduce to \((1-\beta^2)\epsilon\). The cross section thus grows from zero in proportion to \(T_{\max}/T_d-1\): crossing the threshold does not switch on a large rate at once.

For carbon at 150 keV, \(\beta=0.634\) and \(x_d=20/31.45=0.636\). The electron must be turned through at least \(105.8^\circ\). The terms in the braces are

\[
0.573-0.182+0.005=0.395,
\]

where the sum was taken before rounding. The cross section is 13.10 barn. A partial-wave solution of the Dirac equation for the same point charge, which keeps the higher powers of \(Z\alpha\), gives 13.15 barn. The closed formula is thus low by 0.4% relative to that solution. Halving the numbers of partial waves and angles changes the latter by about \(10^{-11}\) barn. Both calculations neglect screening by the atomic electrons.

## Silicon is not spared by a lack of collisions

Silicon has the larger nuclear charge and scatters electrons more strongly. Over the same backward angles that displace carbon, its cross section is 74.0 barn, compared with 13.15 barn for carbon. The cross sections in this section come from the partial-wave solution; for silicon at these angles the closed formula is about 2% low. The ratio, 5.6, is close to the leading-order value \((14/6)^2=5.4\). Silicon suffers these violent reversals more often, but each delivers too little energy.

A comparison at equal recoil energy looks different. For recoils above 1 eV the cross sections are 2191 barn for silicon and 982 barn for carbon; screening, neglected here too, would lower them by about 0.35% and 0.15%. Above 10 eV the order is reversed: 43 barn for silicon and 57 barn for carbon.

The formula explains the reversal. For a limit \(T\) far below \(T_{\max}\), the term \(1/x=T_{\max}/T\) dominates, so the cross section varies as \(Z^2/M\), which favours silicon. As \(T\) approaches 13.5 eV, the silicon cross section must fall to zero, while carbon recoils continue up to 31.5 eV.

## Does thermal motion open a way for silicon?

The nuclei are not at rest. Suppose one already moves along the beam with kinetic energy \(K\), hence momentum \(\sqrt{2MK}\). Its speed is so small that the electron still transfers nearly \(2p=\sqrt{2MT_{\max}}\). The final kinetic energy is

\[
\frac{\left(\sqrt{2MT_{\max}}+\sqrt{2MK}\right)^2}{2M}
=\left(\sqrt{T_{\max}}+\sqrt K\right)^2 .
\]

The cross term makes a small initial motion more important than \(K\) alone suggests. To estimate \(K\), use a Debye spectrum with a rough Debye temperature \(\Theta=1200\) K, at \(T_L=300\) K. A vibration of frequency \(\omega\) has mean energy \((\hbar\omega/2)\coth(\hbar\omega/2k_BT_L)\), half of it kinetic. With \(t=\hbar\omega/k_B\) and the normalized Debye weight \(3t^2/\Theta^3\), the mean kinetic energy per direction is

\[
\bar K=\int_0^\Theta\frac{3t^2}{\Theta^3}\,\frac{k_Bt}{4}\coth\frac{t}{2T_L}\,dt
=21.7\ \text{meV}.
\]

This includes zero-point motion. The estimate gives both elements the same kinetic energy; in the crystal the lighter carbon has somewhat more and silicon somewhat less. In a harmonic crystal the momentum along the beam has a Gaussian distribution with standard deviation \(\sqrt{2M\bar K}\). For silicon to reach 35 eV, its momentum would have to be

\[
\frac{\sqrt{35}-\sqrt{13.49}}{\sqrt{0.0217}}=15.2
\]

standard deviations from zero. Thermal motion therefore does not open the direct route at room temperature. The route through a carbon recoil has a smaller margin. With both atoms moving at this mean energy and both collisions head-on, its bound of 26.4 eV leaves a gap of \((\sqrt{35}-\sqrt{26.43})/\sqrt{0.0217}=5.3\) standard deviations, so displacement remains very rare.

For carbon, hits away from \(180^\circ\) also count, and the momentum is then transferred at an angle to the beam. Initial motion along the transferred momentum helps, and motion against it hinders. The two nearly cancel, but the cross section curves upward as a function of this momentum component, and averaging over this component alone raises it by 1.2%. Motion across that direction adds its own energy, on average \(2\bar K=0.043\) eV, to the final kinetic energy. This acts like a threshold lower by the same amount and raises the cross section by roughly a further 0.7%.

## What this means for a silicon carbide layer

Consider a layer 1 µm thick that receives \(1000\ \mu\text{C/cm}^2\) at 150 keV. Dividing by the elementary charge gives \(6.24\times10^{15}\) electrons/cm\(^2\). The fraction of carbon atoms displaced is fluence times cross section:

\[
(6.24\times10^{15})(13.15\times10^{-24})=8.2\times10^{-8}.
\]

A rough density of 3.21 g/cm\(^3\) corresponds to \(4.82\times10^{22}\) carbon atoms per cm\(^3\). The product is \(4.0\times10^{15}\) primary carbon displacements per cm\(^3\). This is a tiny fraction of the atoms, but 40% of a light doping of \(10^{16}\) cm\(^{-3}\). If a sizeable part survived as electrically active defects, the effect on such a layer could matter.

The dose is of the order used to expose the less sensitive electron-beam resists, and the doping is of the order used in high-voltage silicon carbide layers. The beam energy is higher than the 100 keV of many lithography tools. At 100 keV the model puts carbon only 0.3 keV above its onset, a margin with no practical meaning: the threshold is not known that precisely, and thermal motion alone blurs the onset by several keV.

Real crystals do not have a single sharp threshold: the energy needed depends on the direction in which the atom is pushed. As a measure of this sensitivity, a carbon threshold of 15 eV raises the cross section to 27.0 barn, and one of 25 eV lowers it to 5.6 barn, with the beam energy fixed. Over this range of thresholds the displacement count rises by a factor of 2.1 or falls by a factor of 2.4. Slowing down matters much less. For a straight path and a rough mean excitation energy of 140 eV, the electron loses 0.86 keV in the layer, and the carbon cross section falls by 0.75% at the exit. If the layer lies on a thick silicon carbide wafer, oblique paths and electrons scattered back from below raise the displacement count by roughly 4 to 5%.

The count is also not a count of lasting vacancies. Some displaced atoms return to vacant sites, and the surviving fraction depends on temperature and later processing, which this collision model does not describe. The verdict on silicon is less delicate than the carbon count: for a direct hit at 150 keV to displace a bulk silicon atom at rest, its threshold would have to be below 13.5 eV instead of the assumed 35 eV. The indirect route is more sensitive: the energy bound excludes it only while the silicon threshold is above 26.4 eV. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Beam energy: 150 keV
Electron rest energy: 510.999 keV
Electron momentum times c: 419.28 keV
C mass: 12.00000 u
C rest energy: 11.1779 GeV
C threshold: 20 eV
C max momentum transfer times c: 838.52 keV
C maximum recoil: 31.45 eV
C nonrelativistic estimate: 27.43 eV
Si mass: 27.97693 u
Si rest energy: 26.0603 GeV
Si threshold: 35 eV
Si max momentum transfer times c: 838.55 keV
Si maximum recoil: 13.49 eV
Si nonrelativistic estimate: 11.76 eV
Recoil ratio C/Si: 2.3313
Mass ratio Si/C: 2.3314
Onset, C mass, 20 eV threshold: 99.7 keV
Onset, C mass, 35 eV threshold: 164.8 keV
Onset, Si mass, 20 eV threshold: 211.3 keV
Onset, Si mass, 35 eV threshold: 335.9 keV
C-to-Si maximum energy fraction: 0.8403
Max Si recoil via C at 150 keV: 26.43 eV
Onset of Si displacement via C: 191.8 keV
Electron speed / c: 0.6343
C threshold / maximum recoil: 0.6359
Smallest angle displacing C: 105.8 deg
C displacement cross section, Dirac: 13.150 barn
Same, McKinley-Feshbach: 13.103 barn
Shift, 80 to 160 waves and 16 to 32 angles: 9.5e-12 barn
Si cross section, same angles: 74.03 barn
C cross section, recoil above 1 eV: 981.68 barn
Si cross section, recoil above 1 eV: 2191.38 barn
C cross section, recoil above 10 eV: 57.18 barn
Si cross section, recoil above 10 eV: 43.03 barn
Debye temperature (rough): 1200 K
Temperature: 300 K
Mean kinetic energy per direction: 21.74 meV
Si motion needed for 35 eV: 15.2 std deviations
C cross-section change from motion: +1.23 %
Density (rough): 3.21 g/cm3
Carbon density: 4.821e+22 cm^-3
Dose: 1000 uC/cm2
Fluence: 6.242e+15 electrons/cm2
Displaced carbon fraction: 8.21e-08
Primary C displacements: 3.96e+15 cm^-3
Chosen doping: 1.0e+16 cm^-3
C displacements / doping: 0.396
Layer thickness: 1.0 um
Mean excitation energy (rough): 140 eV
Energy loss in layer: 0.858 keV
C cross-section change at exit: -0.75 %
C cross section, 15 eV threshold: 27.03 barn
C cross section, 25 eV threshold: 5.55 barn
```
